# Image and grid errors in untruncated monolayer \(G_0W_0\) gaps, part 1

(Sections cited here and not found follow in the second part.)

**Question: my monolayer \(G_0W_0\) gap looks right without Coulomb truncation on a 12×12 grid. Is it converged?**

I run \(G_0W_0\) for a semiconducting monolayer in a supercell with 15 Å between periodic images, the plain \(4\pi/|\mathbf q+\mathbf G|^2\) interaction and a 12×12 grid. The \(q\to0\) term is done with the optical-limit dielectric matrix. The gap is close to what I expected for the isolated layer, so I concluded that 15 Å and 12×12 are both enough. A colleague says the agreement is an accident: the images screen too much, the coarse grid screens too little, and the two errors cancel. Can that be shown, with signs? Is the grid error always positive?

**Answer**

Your colleague is right about the mechanism, within the model solved below, with one correction. The image error has a fixed sign: it lowers the gap. The grid error has no fixed sign. With the optical-limit rule applied to the whole \(k_z\) column at zero in-plane \(\mathbf q\), all other columns averaged over \(k_z\), and exchange and correlation sampled on the same grid, it is positive on coarse grids and negative on fine ones. With the \(k_z\) average kept and exchange converged separately, it is positive on fine grids. With a single \(k_z\) point it diverges logarithmically on fine grids: upward when exchange is sampled on the same grid, downward when exchange is converged separately. An untruncated gap equal to the isolated-layer gap therefore needs a cancellation, which occurs only for particular pairs of spacing and grid.

### The part of the gap that depends on small \(q\)

Atomic units are used in the algebra. To get eV from a formula with lengths in Å, multiply by \(e^2/4\pi\epsilon_0=14.3996\) eV Å. The self-energy is
\[
\Sigma(\omega)=\frac{i}{2\pi}\int d\omega'\,e^{i\omega'0^+}G(\omega+\omega')\,W(\omega'),\qquad W=v+W_p .
\]
Take one momentum transfer \(\mathbf q\) and one pole \(\Omega>0\) of \(W_p\) with strength \(g^2\); more poles add linearly:
\[
W_p(\omega')=g^2\left[\frac1{\omega'-\Omega+i0}-\frac1{\omega'+\Omega-i0}\right],\qquad W_p(0)=-\frac{2g^2}{\Omega}.
\]
For an empty intermediate state \(G=1/(\omega+\omega'-\epsilon+i0)\) has its pole below the real \(\omega'\) axis. Closing above picks up only \(\omega'=-\Omega+i0\), with residue \(-g^2/(\omega-\Omega-\epsilon)\), and \((i/2\pi)(2\pi i)=-1\) gives \(\Sigma^c=g^2/(\omega-\epsilon-\Omega)\). For a filled state the pole of \(G\) lies above. Closing below picks up \(\omega'=\Omega-i0\), and \((i/2\pi)(-2\pi i)=+1\) gives \(\Sigma^c=g^2/(\omega-\epsilon+\Omega)\). For the bare \(v\) the factor \(e^{i\omega'0^+}\) forces closing above, so \(\Sigma^x=-v\) for a filled state and zero for an empty one.

At small \(q\) the intraband matrix element tends to one, while interband weights vanish as \(q^2\). Keep the intraband terms with weight \(f(q)=|\langle n\mathbf k|e^{i\mathbf q\cdot\mathbf r}|n\,\mathbf k-\mathbf q\rangle|^2=e^{-\sigma^2q^2}\) for both band edges, neglect in-plane local fields, and put everything else into a constant \(E_0\) assumed independent of spacing and grid. Evaluate \(\Sigma\) on shell, with no renormalization factor \(Z\). The intermediate state lies \(\delta=q^2/2m\) above the conduction minimum or below the valence maximum, so \(\Sigma^c_{\rm cond}=-g^2/(\Omega+\delta)\) and \(\Sigma^c_{\rm val}=+g^2/(\Omega+\delta)\). For \(\delta\ll\Omega\) these are \(+W_p(0)/2\) and \(-W_p(0)/2\), and
\[
\Sigma_{\rm cond}-\Sigma_{\rm val}=\tfrac12W_p-\left(-v-\tfrac12W_p\right)=v+W_p=W(q,0).
\]
The program checks the correlation part against exact diagonalization of a charge coupled to a boson, where addition plus removal energy shifts by \(-2g^2/\Omega\). Define \(u=qW/2\pi\), an inverse in-plane dielectric function. Since \(d^2q=2\pi q\,dq\) for an isotropic integrand,
\[
E_{\rm gap}=E_0+\int\!\frac{d^2q}{(2\pi)^2}\,f\,W=E_0+\int_0^\infty\! dq\,f(q)\,u(q).
\]
More screening at any \(q\) means smaller \(u\) and a smaller gap.

### One layer and a stack of layers

Model the layer as a sheet of zero thickness with in-plane polarizability \(\alpha\). From \(\mathbf P=-\alpha\nabla\phi\) and \(\rho_{\rm ind}=-\nabla\cdot\mathbf P\) follows \(\rho_{\rm ind}=-\alpha q^2\phi\), where \(\phi\) is the total potential on the sheet. The bare interaction at vertical distance \(z\) is \(\int\frac{dk}{2\pi}\frac{4\pi e^{ikz}}{q^2+k^2}=\frac{2\pi}{q}e^{-q|z|}\), by the residue at \(k=iq\) for \(z>0\). For one sheet \(W=v-v\alpha q^2W\) with \(v=2\pi/q\), hence
\[
u_{\rm iso}=\frac1{1+x},\qquad x=r_0q,\qquad r_0=2\pi\alpha .
\]
An isolated layer does not screen at \(q=0\), and it screens strongly once \(q>1/r_0\).

With period \(L\), the equation \(W_{mn}=v_{mn}-\alpha q^2\sum_l v_{ml}W_{ln}\) is diagonal in \(k_z\). Put \(y=qL\), \(t=e^{-y}\), \(\varphi=k_zL\). Two geometric series give
\[
S=\sum_n t^{|n|}e^{-in\varphi}=\frac{1}{1-te^{-i\varphi}}+\frac{te^{i\varphi}}{1-te^{i\varphi}}=\frac{1-t^2}{1-2t\cos\varphi+t^2}=\frac{\sinh y}{\cosh y-\cos\varphi},
\]
the last step by dividing numerator and denominator by \(2t\). Then \(v(q,k_z)=(2\pi/q)S\) and \(u(q,k_z)=S/(1+xS)\). The interaction within one layer is the average over \(\varphi\). The average of \(S\) keeps only \(n=0\) and equals one, so converged exchange is the same in the stack as in the isolated layer (the layers do not overlap). The same fact says \(\langle 1/(A-\cos\varphi)\rangle=1/\sqrt{A^2-1}\) for \(A=\cosh\eta>1\). Apply it with \(A=\cosh y+x\sinh y\):
\[
u_L=\left\langle\frac{\sinh y}{\cosh y+x\sinh y-\cos\varphi}\right\rangle=\frac{\sinh y}{\sqrt{\sinh^2y+2x\sinh y\cosh y+x^2\sinh^2y}}=\frac1{\sqrt{1+2x\coth qL+x^2}} .
\]
The radicand equals \((1+x)^2+2x(\coth y-1)\), and \(\coth y>1\), so \(u_L<u_{\rm iso}\) at every \(q\). The image error, relative to the isolated gap and with the Brillouin zone fully converged in three directions, is
\[
\Delta_L=\int_0^\infty dq\,f\,(u_L-u_{\rm iso})<0 .
\]
The program tests \(u_L\) against a real-space stack of 401 layers and against a plane-wave supercell dielectric matrix.

The difference lives at \(q\lesssim1/L\), so set \(f=1\) (valid for \(\sigma\ll L\)) and \(s=r_0/L\), \(x=sy\). For \(s\ll1\) the extra term in the radicand is at most \(2s\), and first-order expansion gives \(u_{\rm iso}-u_L\approx x(\coth y-1)/(1+x)^3\approx 2sy/(e^{2y}-1)\). With \(\int_0^\infty 2y\sum_{n\ge1}e^{-2ny}dy=\sum_n 1/(2n^2)=\pi^2/12\) and \(dq=dy/L\),
\[
\Delta_L\to-\frac{\pi^2r_0}{12L^2}\qquad(L\gg r_0).
\]
For \(s\gg1\) split at \(Y\) with \(s^{-1/2}\ll Y\ll1\). Below \(Y\), \(y\coth y\approx1\) and the radicand is \(2s+s^2y^2\) to relative order \(1/s\). Then \(\int_0^Y dy/(1+sy)\approx s^{-1}\ln(sY)\) and \(\int_0^Ydy/\sqrt{2s+s^2y^2}=s^{-1}\operatorname{arsinh}(Y\sqrt{s/2})\approx s^{-1}\ln(Y\sqrt{2s})\). Their difference is \((2s)^{-1}\ln(s/2)\). Above \(Y\) the integrand is about \(1/(s^2y^3)\) before it dies exponentially, contributing about \(1/(2s^2Y^2)\ll1/s\). Therefore
\[
\Delta_L\to-\frac{1}{2r_0}\ln\frac{r_0}{2L}\qquad(L\ll r_0).
\]
Both limits are tested by quadrature. A cell with \(L\) comparable to \(r_0\) lies between them, so \(\Delta_L\) follows no single power of \(1/L\) there.

Truncation removes \(\Delta_L\) exactly in this model. Cutting the interaction at \(|z|=L/2\) and using \(e^{iGL/2}=\cos(GL/2)=\pm1\) for \(G=2\pi n/L\),
\[
\int_{-L/2}^{L/2}\!dz\,\frac{2\pi}{q}e^{-q|z|}\cos Gz=\frac{4\pi}{q}\operatorname{Re}\frac{1-e^{-(q-iG)L/2}}{q-iG}=\frac{4\pi}{q^2+G^2}\left[1-e^{-qL/2}\cos\frac{GL}2\right].
\]
The sum \(L^{-1}\sum_G\) is the Fourier series of the cut function at \(z=0\) and returns \(2\pi/q\), so \(u=u_{\rm iso}\).

### What the optical-limit rule does in the \(\Gamma\) cell

Take a square lattice with constant \(a\) and an \(N\times N\) grid of step \(h=2\pi/Na\). First average every column with nonzero in-plane \(\mathbf q\) over all \(k_z\), and let the \(\Gamma\) cell span its whole column \(|k_z|<\pi/L\), so that only in-plane sampling is at stake. This separates the errors; it is not what an ordinary grid gives when \(k_z\) points are added at fixed \(N\). There the points with zero in-plane \(\mathbf q\) and \(k_z\ne0\) enter with \(W=2\pi L/(1-\cos k_zL)\), unscreened in this model, and with \(N_z\) points their contribution to the \(k_z\) average is \(\pi L(N_z^2-1)/(3N_z)\), which grows without bound. Exchange and correlation are sampled on the same grid. Every nonzero point \(h(m,n)\) represents its square cell by the midpoint value of \(fW\). The cell around \(\Gamma\) uses the matrix element and the dielectric matrix frozen at \(q\to0\), and integrates only the Coulomb factor.

In plane waves along \(z\), sheets at \(z=nL\) give \(\chi_{GG'}=-\alpha q^2/L\) for all \(G,G'\), because each \(\delta(z)\) has unit Fourier component. With \(v_G=4\pi/[q^2+(k_z+G)^2]\),
\[
\epsilon_{GG'}=\delta_{GG'}+\frac{\alpha q^2}{L}\,v_G^{1/2}v_{G'}^{1/2}.
\]
Let \((q,k_z)=Q(\sin\theta,\cos\theta)\) and \(Q\to0\). Since \(4\pi\alpha/L=2r_0/L\), the head is \(1+(2r_0/L)\sin^2\theta\). The wings are \((2r_0/L)\,q^2/(Q|G|)\to0\), and the body correction is \((2r_0/L)\,q^2/|GG'|\to0\). Only the head screens, with the in-plane dielectric constant of the stack
\[
\epsilon=1+\frac{2r_0}{L}.
\]
Because \((q^2+k_z^2)[1+(\epsilon-1)\sin^2\theta]=\epsilon q^2+k_z^2\), the frozen matrix yields \(W_{p,00}=4\pi[(\epsilon q^2+k_z^2)^{-1}-(q^2+k_z^2)^{-1}]\). The in-plane interaction is \((L/2\pi)\int dk_z\,L^{-1}\sum_{GG'}W_{GG'}\) over \(|k_z|<\pi/L\). The bare part joins all \(G\) into an integral over the whole \(k\) axis and gives \(2\pi/q\). For the rest, \(\int_0^{K}dk/(b^2+k^2)=b^{-1}\arctan(K/b)\), and the prefactor is \((1/2\pi)\cdot4\pi\cdot2=4\). Multiplying by \(q/2\pi\),
\[
u_{\rm head}=1+\frac2\pi\left[\frac1{\sqrt\epsilon}\arctan\frac{\pi}{Lq\sqrt\epsilon}-\arctan\frac{\pi}{Lq}\right].
\]
Two inequalities fix the sign of the cell error. The integrand \(W_{p,00}\) is negative for every \(k_z\), so extending the range to infinity can only lower the result; both arctangents become \(\pi/2\), hence \(u_{\rm head}\ge\epsilon^{-1/2}\). Next, \(\tanh y\le y\) gives \(2x\coth y=(2r_0/L)\,y\coth y\ge2r_0/L\), hence \(u_L\le\epsilon^{-1/2}\). The cell error is
\[
\Delta_\Gamma=\int_{\rm cell}\!\frac{d^2q}{(2\pi)^2}\frac{2\pi}{q}\Big[f\,(u_{\rm head}-u_L)+(1-f)\,u_{\rm head}\Big]>0 ,
\]
both terms being positive. Physically, the rule uses the screening of the dilute stack, \(\sqrt\epsilon\) or less, throughout a cell in which the true screening grows as \(r_0q\).

For a small cell, \(\arctan(1/z)=\pi/2-z+z^3/3-\dots\) with \(z_1=Lq\sqrt\epsilon/\pi\) and \(z_2=Lq/\pi\). The linear terms cancel since \(z_1/\sqrt\epsilon=z_2\), so \(u_{\rm head}=\epsilon^{-1/2}+O(q^3)\). With \(y\coth y=1+y^2/3+\dots\) the radicand of \(u_L\) is \(\epsilon+Bq^2\), \(B=r_0^2+2r_0L/3\), so \(fu_L=\epsilon^{-1/2}[1-(B/2\epsilon+\sigma^2)q^2+\dots]\). The bracket is of order \(q^2\), and \(\int dq\,q^2\) over a cell of size \(h\) gives \(\Delta_\Gamma=O(h^3)\). The exponent 3 is tested between \(N=200\) and \(400\).

### The other cells, and why the grid error changes sign

Taylor expansion in a square cell gives average minus midpoint \(=(h^2/24)\nabla^2F\) at leading order, since \(\langle x^2\rangle=h^2/12\) per axis and the second-order term carries a factor \(1/2\). For \(F=1/q\), \(\nabla^2F=F''+F'/q=2/q^3-1/q^3>0\), so the midpoint rule underestimates. Near \(\Gamma\) this expansion has no small parameter, because \(1/q\) varies on the scale \(h\), and the lattice sum has to be done in full.

Let \(F(q)\) decay fast and behave as \(\sum_{k\ge-1}c_kq^k\) at small \(q\). Its Mellin transform \(\tilde F(p)=\int_0^\infty q^{p-1}F\,dq\) has simple poles at \(p=-k\) with residue \(c_k\), since \(\int_0^1q^{p+k-1}dq=1/(p+k)\). Inserting \(F(q)=\frac1{2\pi i}\int\tilde F(p)q^{-p}dp\) with \(\operatorname{Re}p>2\),
\[
\sum_{(m,n)\ne0}F\big(h\sqrt{m^2+n^2}\big)=\frac1{2\pi i}\int dp\,\tilde F(p)\,h^{-p}Z(p/2),\qquad Z(s)=\sum_{(m,n)\neq0}(m^2+n^2)^{-s}=4\zeta(s)\beta(s).
\]
The product form is the Dirichlet-series version of Jacobi's two-square theorem, with \(\beta(s)=\sum_{j\ge0}(-1)^j(2j+1)^{-s}\). Its only pole comes from \(\zeta\) at \(s=1\), with residue \(4\beta(1)=\pi\), which is \(2\pi/(p-2)\) in \(p\). Moving the contour left collects residues, and \(2\pi\tilde F(2)=\int d^2q\,F\), so as an asymptotic series in \(h\)
\[
h^2\sum_{(m,n)\ne0}F-\int d^2q\,F\;\sim\;\sum_k c_k\,Z(-k/2)\,h^{k+2}.
\]
The needed values are \(Z(\tfrac12)=-3.9003\), \(Z(0)=4(-\tfrac12)(\tfrac12)=-1\) (the missing origin) and \(Z(-\tfrac12)=-0.2288\).

For \(F=2\pi fu_L/q\) the expansion above gives \(c_{-1}=2\pi\epsilon^{-1/2}\), \(c_0=0\). Dividing by \((2\pi)^2\), the lattice sum minus the full integral is \(Z(\tfrac12)h/(2\pi\sqrt\epsilon)+O(h^3)\). The \(\Gamma\) cell adds \(\frac1{2\pi}\epsilon^{-1/2}\cdot8\int_0^{\pi/4}\frac{h\,d\theta}{2\cos\theta}=\frac{4\ln(1+\sqrt2)\,h}{2\pi\sqrt\epsilon}\). The grid error \(\Delta_N\), relative to the converged stack, becomes
\[
\Delta_N\to\frac{C\,h}{2\pi\sqrt\epsilon},\qquad C=-3.9003+3.5255=-0.3748,
\]
for \(hL\ll1\), \(r_0h\ll\sqrt\epsilon\) and \(\sigma h\ll1\). It is negative. At \(N=400\) with the parameters below, the direct sum gives \(-1.782\) meV and the law \(-1.787\) meV. Another lattice changes the value of \(C\); only the square one is computed here.

On coarse grids the balance reverses. For \(1/r_0\ll h\ll1/\sigma\) and \(hL\gtrsim1\), all nonzero points have \(u_L\approx1/(r_0q)\), so \(F\approx2\pi/(r_0q^2)\). The sum \(h^2\sum F\) and the integral outside the \(\Gamma\) cell are then unchanged in their difference by a rescaling of \(h\), so the other-cell error is a pure number times \(1/r_0\), independent of \(N\). Meanwhile \(\Delta_\Gamma\) is at least \(4\ln(1+\sqrt2)h/(2\pi\sqrt\epsilon)\) minus the true cell integral, which grows only as \(r_0^{-1}\ln(r_0h)\). The positive term wins at large enough \(h\), and \(\Delta_N\) must pass through zero on the way to fine grids. That the other-cell error is negative on coarse grids is not proven here; the program asserts it on each grid of the table.

Within this model the image error \(\Delta_L\) is always negative, while the grid error \(\Delta_N\), with the sampling rules used so far, is positive on coarse enough grids and negative on fine ones. It remains to show when the two cancel, to put numbers on them, and to see what changes with truncation, other sampling protocols and effects beyond the static sheet model.
